# Bounding the Resistance of a Symmetric Strip of Varying Width

A flat metal line occupies $0<x<L$, $|y|<w(x)/2$. Its centreline is straight and its width $w(x)$ is positive and varies along the line. The metal has a uniform, isotropic sheet resistance $R_s$ (resistivity divided by thickness). The side edges are insulated. The ends $x=0$ and $x=L$ are straight electrodes across the full width, held at potentials $V$ and $0$. The width is taken to be Lipschitz continuous: corners in the edges are allowed, jumps in width are not. A prime means $d/dx$.

The sheet current density, in amperes per metre, is $\mathbf J=-\nabla\phi/R_s$, with $\nabla\cdot\mathbf J=0$ inside and $\mathbf J\cdot\mathbf n=0$ on the side edges, where $\mathbf n$ is the outward normal. The total current is $I$ and the resistance is $R=V/I$. For a general $w(x)$ there is no closed formula for $R$, but it can be enclosed between integrals over the width.

## (a) Two inequalities from dissipated power

**Question.** How does the resistance compare with the value inferred from a trial potential that need not conserve current, and from a trial current that need not derive from a potential?

**Solution.** First find the true dissipation. Since $\nabla\cdot\mathbf J=0$, we have $\nabla\cdot(\phi\mathbf J)=\mathbf J\cdot\nabla\phi$, and the divergence theorem gives

$$\int \mathbf J\cdot\nabla\phi\,dA=\oint\phi\,\mathbf J\cdot\mathbf n\,ds=-VI .$$

Only the electrode at $x=0$ contributes: there $\phi=V$ and the outward flux is $-I$. Inserting $\mathbf J=-\nabla\phi/R_s$,

$$\frac1{R_s}\int|\nabla\phi|^2dA=R_s\int|\mathbf J|^2dA=VI=\frac{V^2}{R}=I^2R .$$

*Trial potential.* Let $\tilde\phi=\phi+\eta$ take the correct electrode values, so that $\eta=0$ on both electrodes. The cross term is

$$\int\nabla\phi\cdot\nabla\eta\,dA=-R_s\int\mathbf J\cdot\nabla\eta\,dA=-R_s\oint\eta\,\mathbf J\cdot\mathbf n\,ds=0,$$

because $\eta$ vanishes on the electrodes and $\mathbf J\cdot\mathbf n$ on the side edges. Hence $\int|\nabla\tilde\phi|^2=\int|\nabla\phi|^2+\int|\nabla\eta|^2$, and

$$\frac1R\le\frac{1}{R_sV^2}\int|\nabla\tilde\phi|^2dA. \tag{1}$$

*Trial current.* Let $\tilde{\mathbf J}=\mathbf J+\mathbf K$ be divergence-free, tangent to the side edges, and carry the same total current $I$. Then $\mathbf K$ is divergence-free and tangent too, and carries no net current through either electrode. The cross term is

$$\int\mathbf J\cdot\mathbf K\,dA=-\frac1{R_s}\int\nabla\phi\cdot\mathbf K\,dA=-\frac1{R_s}\oint\phi\,\mathbf K\cdot\mathbf n\,ds=0,$$

because $\phi$ is constant on each electrode. Therefore

$$R\le\frac{R_s}{I^2}\int|\tilde{\mathbf J}|^2dA. \tag{2}$$

A trial potential bounds $R$ from below, a trial current from above. The trial current need not meet the electrodes at right angles; it need only deliver the right total.

## (b) The best potential that depends on $x$ alone

**Question.** What is the strongest bound that (1) gives for $\tilde\phi=\tilde\phi(x)$?

**Solution.** Integrating over $y$ turns the right side of (1) into $\int_0^L w\,\tilde\phi'^2dx/(R_sV^2)$. The fixed drop limits how small this can be. By the Cauchy–Schwarz inequality,

$$V^2=\left(\int_0^L\sqrt w\,\tilde\phi'\,\frac{1}{\sqrt w}\,dx\right)^2\le\int_0^Lw\,\tilde\phi'^2dx\int_0^L\frac{dx}{w},$$

with equality when $\tilde\phi'\propto1/w$. With that choice (1) reads $1/R\le1/(R_sA)$, or

$$R\ge R_sA,\qquad A=\int_0^L\frac{dx}{w}. \tag{3}$$

This is the sum of the resistances of thin slices in series. It would be the true resistance if every line $x=$ const were shorted by an ideal wire, so that current could spread sideways without loss.

The same inequality gives $L^2=(\int\sqrt w\,w^{-1/2}dx)^2\le A\int w\,dx$, so $A\ge L/\bar w$, where $\bar w$ is the mean width. At fixed mean width and length, any variation of width raises the resistance above that of the straight line.

## (c) A current that follows the edges

**Question.** Construct a trial current whose $x$ component is uniform over each cross-section. What bound follows?

**Solution.** The total current fixes $\tilde J_x=I/w$. Zero divergence then requires

$$\partial_y\tilde J_y=-\partial_x\frac Iw=\frac{Iw'}{w^2}.$$

By symmetry $\tilde J_y=0$ on the centreline, so

$$\tilde J_y=\frac{I\,y\,w'}{w^2}.$$

At $y=\pm w/2$ the direction of flow is $\tilde J_y/\tilde J_x=\pm w'/2$, which is the slope of the edge. The current is therefore tangent to both edges and admissible. Its flow lines are the curves $y/w=$ const.

With $\int_{-w/2}^{w/2}y^2dy=w^3/12$, the integral over one section is

$$\int_{-w/2}^{w/2}|\tilde{\mathbf J}|^2dy=I^2\left(\frac{w}{w^2}+\frac{w'^2}{w^4}\frac{w^3}{12}\right)=\frac{I^2}{w}\left(1+\frac{w'^2}{12}\right).$$

Inequality (2), together with (3), gives

$$R_s\int_0^L\frac{dx}{w}\le R\le R_sU,\qquad U=\int_0^L\frac{1+w'^2/12}{w}\,dx. \tag{4}$$

The added term is the cost of the sideways motion that the slices in (b) had for free. If $|w'|\le m$ everywhere, the two bounds differ by at most the fraction $m^2/12$ of the lower one.

The upper bound becomes useless at an abrupt step. Let the width change by $\Delta w$ along a ramp of length $\ell$, with uniform slope $\Delta w/\ell$ and largest width $w_m$. The slope term there is at least $(\Delta w)^2/(12\,\ell\,w_m)$, which diverges as $\ell\to0$.

**Question.** When can either side of (4) be an equality?

**Solution.** Equality in (1) requires $\nabla\eta=0$, so the trial potential must be the true one. The normal to the upper edge is along $(-w'/2,\,1)$, and zero flux through it requires $\tilde\phi'w'=0$. Since $\tilde\phi'\propto1/w$ is never zero, $w'=0$.

Equality in (2) requires $\tilde{\mathbf J}$ to be the true current, which is curl-free. With $q=w'/w^2$,

$$\partial_x\tilde J_y-\partial_y\tilde J_x=I\,y\,q'=0,$$

so $q$ is constant. A true current also meets an equipotential electrode at right angles, so $yq=0$ there, and $q=0$ everywhere. Both inequalities are strict unless the width is constant.

## (d) Where between the bounds does the resistance lie?

**Question.** Suppose that $w'$ is itself Lipschitz and vanishes at both electrodes. Use a potential that imitates the current of part (c) to improve the lower bound.

**Solution.** Seek a curl-free trial field $\mathbf E=-\nabla\tilde\phi$ with the transverse component of $\tilde{\mathbf J}/I$, namely $E_y=yq$. Then $\partial_yE_x=\partial_xE_y=yq'$, so $E_x=f(x)+y^2q'/2$. Choose $f$ so that the section average of $E_x$ is $1/w$. The average of $y^2$ is $w^2/12$, hence

$$f=\frac1w-\frac{w^2q'}{24},\qquad E_x=\frac1w+r,\qquad r=\left(\frac{y^2}{2}-\frac{w^2}{24}\right)q'.$$

The potential is $-\tilde\phi=\int f\,dx+y^2q/2$. Since $q=0$ at the electrodes, it is constant on each of them and is admissible. Its drop follows by parts, using $w^2q=w'$:

$$\int_0^Lf\,dx=A-\frac1{24}\Big[w'\Big]_0^L+\frac1{24}\int_0^L2ww'q\,dx=A+\int_0^L\frac{w'^2}{12w}dx=U .$$

In the energy $\int|\mathbf E|^2dA$, the part without $r$ is $U$, by the section integral in (c). The cross term $2\int r\,dy/w$ vanishes because $r$ averages to zero over each section. For the last part, $\int y^4dy=w^5/80$ gives

$$\int r^2dy=q'^2w^5\left(\frac1{320}-\frac1{288}+\frac1{576}\right)=\frac{w^5q'^2}{720}.$$

With $D=\int_0^Lw^5q'^2dx/720$, inequality (1) becomes $1/R\le(U+D)/(R_sU^2)$, so

$$\frac{U^2}{U+D}\le\frac R{R_s}\le U. \tag{5}$$

The left side equals $U-UD/(U+D)$ and is therefore at least $U-D$.

Let the width vary by a fixed relative amount over a length $\ell$, and let $\epsilon=w/\ell$ be small. Then $w'\sim\epsilon$ and $q'\sim1/(w\ell^2)$. Relative to $A$, the slope term is of order $\epsilon^2$ and $D$ of order $\epsilon^4$. Under the stated end conditions $R_sU$ is thus more than a bound: it gives the resistance with a relative error of order $\epsilon^4$. For steep, short-period roughness $D$ may be large, and then (3) can be the better lower bound.

## (e) A strip whose resistance is known

**Question.** Find a strip of varying width with a known resistance, and compare it with (4) and (5).

**Solution.** Map the rectangle $0<u<\pi/k$, $|v|<v_0$ by $x+iy=s+b\sin ks$, with $s=u+iv$:

$$x=u+b\sin ku\cosh kv,\qquad y=v+b\cos ku\sinh kv .$$

The ends $u=0$ and $u=\pi/k$ go to the straight lines $x=0$ and $x=\pi/k$. For $bk\cosh kv_0<1$ the derivative of the map has positive real part throughout the rectangle, which makes the map one-to-one. A conformal map preserves Laplace's equation, insulated edges and $\int|\nabla\phi|^2dA$. The strip therefore has the resistance of the rectangle, $R/R_s=\pi/(2kv_0)$. On its edge $dy/du\propto\sin ku$, so $w'=0$ at both ends and (5) applies.

With $bk=0.3$ and $v_0=0.5$ held fixed, the values of $R/R_s$ are:

| $kv_0$ | $A$ | $U^2/(U+D)$ | known | $U$ |
|---|---|---|---|---|
| 1.0 | 1.53706 | 1.56977 | 1.57080 | 1.57437 |
| 0.5 | 3.12800 | 3.14158 | 3.14159 | 3.14191 |

The known value lies inside the sharper interval in both rows. The fraction $(U-R/R_s)/(U-A)$ is 0.0958 and then 0.0230. It continues to 0.0057 and 0.0014 at $kv_0=0.25$ and $0.125$. Each halving of $kv_0$, which divides the largest slope by 2.4, 2.1 and 2.0 in turn, divides it by about four, as expected for a ratio of $\epsilon^4$ to $\epsilon^2$.

Shapes for which no such map is known in closed form generally need a numerical solution. Minimising the right sides of (1) and (2) over many polynomial trial functions encloses $R$ from both sides. For the first strip of the table both sides give 1.5707963, in agreement with $\pi/2$.

## (f) What symmetry and the end condition contribute

**Question.** How does (4) change if the centreline is a curve $y=c(x)$?

**Solution.** The lower bound is unchanged, because a potential $\tilde\phi(x)$ involves only the width of each section. For the current, keep $\tilde J_x=I/w$ and let the flow lines follow both edges:

$$\tilde J_y=\frac Iw\left[c'+(y-c)\frac{w'}w\right].$$

At $y=c\pm w/2$ the flow has slope $c'\pm w'/2$, as required. The divergence vanishes, since $\partial_y\tilde J_y=Iw'/w^2$. On squaring and integrating, the term linear in $y-c$ drops out, and the upper integrand becomes

$$\frac1w\left(1+c'^2+\frac{w'^2}{12}\right).$$

If one edge is straight and the other carries all the variation, $c'=\pm w'/2$ and $c'^2=3w'^2/12$. The slope term is then four times that of the symmetric strip with the same $w(x)$.

**Question.** Does (5) survive if $w'\ne0$ at the electrodes?

**Solution.** Not in general. Take a linear taper from width 1 to width 2 over length 2, so $w'=1/2$. Then $A=2\ln2=1.3863$ and $U=A(1+1/48)=1.4152$. The numerical solution encloses $R/R_s$ between 1.40997 and 1.41000, which respects (4). The left side of (5) would be 1.4147, above the resistance. The potential of part (d) contains $y^2q/2$, which here varies along the electrodes, so it is not an admissible trial function.

## (g) A rough titanium line

**Question.** A titanium line of length 1000 nm and thickness 20 nm has width $w=w_0+a\cos kx$, with $w_0=40$ nm, $a=8$ nm and period $2\pi/k=100$ nm. The electrodes are at crests of the width. Take a resistivity of 80 µΩ cm, a rough value for a thin film. Evaluate the bounds.

**Solution.** The sheet resistance is $80\ \text{µΩ cm}/20\ \text{nm}=40$ Ω. Write $S=\sqrt{w_0^2-a^2}$. With $\theta=kx$ and $t=\tan(\theta/2)$,

$$\int_{-\pi}^{\pi}\frac{d\theta}{w_0+a\cos\theta}=\int_{-\infty}^\infty\frac{2\,dt}{(w_0+a)+(w_0-a)t^2}=\frac{2\pi}{S},$$

so over whole periods $A=L/S$. For the slope term, $w'^2=k^2[a^2-(w-w_0)^2]$, and therefore

$$\frac{w'^2}{w}=k^2\left(-\frac{S^2}{w}+2w_0-w\right).$$

The average of $1/w$ is $1/S$ and that of $w$ is $w_0$, so the average of the right side is $k^2(w_0-S)$. Hence

$$A=\frac LS,\qquad U-A=\frac{Lk^2(w_0-S)}{12}.$$

In numbers,

$$R_sA=40\ \Omega\times\frac{1000}{\sqrt{40^2-8^2}}=1020.6\ \Omega,$$

$$R_s(U-A)=40\ \Omega\times\frac{1000}{12}\left(\frac{2\pi}{100}\right)^2\left(40-\sqrt{40^2-8^2}\right)=10.6\ \Omega .$$

The resistance of this model line lies between 1020.6 and 1031.3 Ω, an interval of 1.04 % of its lower end. Since $w'=0$ at the crests, (5) applies and raises the lower end to 1030.0 Ω. The numerical solution gives 1030.2 Ω. A straight line of the same mean width has 1000 Ω, so roughness adds about 30 Ω. Some 21 Ω of this comes from the series sum of $1/w$, and the rest from sideways flow.

For $a\ll w_0$, $w_0-S\approx a^2/(2w_0)$. Relative to the straight line, the series sum then adds $a^2/(2w_0^2)$ and the slope term $k^2a^2/24$. Their ratio is $(kw_0)^2/12$. Here $kw_0=2.513$, which gives 0.53, close to the computed $10.64/20.62=0.52$. In the same limit $q'\approx-ak^2\cos kx/w_0^2$, and $D$ relative to the straight line is $(a/w_0)^2(kw_0)^4/1440$. This is about 0.1 %, in line with the computed $R_sD=1.24$ Ω. Dividing by the slope term $k^2a^2/24$ gives $D/(U-A)\approx(kw_0)^2/60$, about 0.1, from which the amplitude has cancelled. Since $R\ge R_s(U-D)$, the resistance lies near the top of the interval (4) although $kw_0$ is not small.

**Question.** How far do the assumptions hold for a real line?

**Solution.** Titanium suits this example because its mean free path is short. A rough product of resistivity and mean free path of $10^{-15}$ Ω m² gives about 1 nm, far below the width, so a local sheet resistance is reasonable. The width variation, about 6 nm root mean square, was chosen to make the slope term visible.

The main neglected effects, sized with rough inputs, include these:

- *Unequal edges.* With the same $w(x)$ but all roughness on one edge, the computed resistance is 1050.6 Ω. That is 20 Ω higher and above the symmetric upper bound, though below the 1063.2 Ω of part (f). Real edges are not mirror images, so the upper bound in (4) does not apply to them, but the one with the $c'^2$ term does. For short-period roughness it can lie far above the resistance. A uniform current confined to the widest straight channel that fits inside the line may then give a sharper upper bound.
- *Contacts.* Spreading into wide pads depends on their size and shape. If it amounts to one square at each end, it adds 80 Ω. Separate voltage probes on a longer line avoid most of this.
- *Edge scattering.* Electrons leaving a diffuse edge start with no drift and regain it over a mean free path $\lambda$. Averaging over directions $\mathbf n$ on a spherical Fermi surface, each edge loses the current of a layer of thickness $(3\lambda/4\pi)\int n_x^2n_y\,d\Omega=3\lambda/16$, with the integral over the outgoing hemisphere. Two edges raise the local resistance by the fraction $3\lambda/(8w)$, or roughly 12 Ω in all. The figure is proportional to $\lambda$ and no better known: free-electron counts of one to four electrons per atom would give about 11 to 4 Ω. This is comparable with the 10.6 Ω between the bounds, so $R_s$ should be measured on straight lines of similar width, not on a wide film.
- *Conducting width.* Titanium oxidises at exposed edges, so the metal can be narrower than the drawn or imaged line. Losing 1 nm at each edge adds about 57 Ω to this line, and losing 2 nm about 120 Ω.
- *Crystal anisotropy.* A spread of 10 % in resistivity would matter by up to about 100 Ω if the line were a single crystal. With many grains much smaller than the line, most of it averages out and is absorbed into an $R_s$ measured on metal of the same texture.
- *Heating.* At 10 µA, or 1.25 MA/cm², take a temperature coefficient of 0.003 per kelvin and let heat flow straight down through 100 nm of oxide with a thermal conductivity of 1.4 W/(m K). This overestimates the rise across the oxide, because heat also spreads sideways there. Even this estimate gives a rise of only about 0.2 K, which would add about 0.6 Ω.

The bounds thus fix the geometric factor $R/R_s$ of this symmetric model line to about 1 %. If the same width profile is compressed lengthwise, the relative width of the interval grows as the square of the slope. The bounds do not predict the absolute resistance of a real line to that accuracy. The remaining values are in the numerical output below.

## Calculated quantities

```
Strips with exactly known resistance (all in squares)
k*v     lower      refined    exact      upper
1.000   1.537056   1.569765   1.570796   1.574370
solver on the first strip: 1.5707963 to 1.5707963 squares
0.500   3.128000   3.141576   3.141593   3.141912
0.250   6.276749   6.283185   6.283185   6.283222
0.125  12.563196  12.566371  12.566371  12.566375
(upper-exact)/(upper-lower): 0.09576 0.02298 0.00571 0.00143
Taper, width 1 to 2 over length 2 (squares)
lower 1.38629, solver 1.40997 to 1.41000, upper 1.41518
refined formula, not valid here: 1.41469
Titanium line, inputs
mean width 40 nm, width amplitude 8 nm, period 100 nm
length 1000 nm, thickness 20 nm
resistivity (rough) 80 uOhm cm, sheet resistance 40.00 Ohm
largest |w'| 0.5027, k times mean width 2.513
Titanium line, results
straight line of mean width  1000.00 Ohm
lower bound                  1020.62 Ohm = 25.5155 squares
refined lower bound          1030.02 Ohm
computed resistance          1030.17 Ohm = 25.7544 squares
upper bound                  1031.26 Ohm = 25.7814 squares
slope term (upper - lower)   10.64 Ohm
remainder D times Rs         1.24 Ohm
gap of bounds / lower bound  1.04 %
position of R between bounds 0.898
same w(x), one rough edge    1050.56 Ohm
its own upper bound          1063.16 Ohm
Neglected effects, rough sizes
one rough edge instead of two: 20.4 Ohm
contact spreading, one square per end: 80 Ohm
rho*lambda 1e-15 Ohm m^2, mean free path 1.25 nm
fully diffuse edge scattering: 12.5 Ohm
anisotropy 10 %, single crystal: 103 Ohm
current 10 uA, current density 1.25 MA/cm2
oxide 100 nm, 1.4 W/(m K); coefficient 0.003 1/K
heating without lateral spread 0.18 K: 0.57 Ohm
```
